\section*{Second-Order Kirzhnits Expansion of the Density Matrix in Density Gradients, part 1}

(Sections cited here and not found follow in the second part.)

\section*{The problem}

Non-interacting electrons, two per orbital, move in a smooth local potential $v(\mathbf r)$ with $H=p^2/2+v$ and fill all states below the chemical potential $\mu$. Atomic units are used in the algebra. The spin-summed one-particle density matrix is
\begin{equation}
\gamma(\mathbf r,\mathbf r')=2\langle\mathbf r|\theta(\mu-H)|\mathbf r'\rangle ,\qquad n(\mathbf r)=\gamma(\mathbf r,\mathbf r).
\end{equation}
The local Fermi momentum $k(\mathbf r)$ is defined by
\begin{equation}
\kappa(\mathbf r)=k^2(\mathbf r)=2[\mu-v(\mathbf r)]>0 .
\end{equation}
Let $\mathbf s=\mathbf r-\mathbf r'$. The order of a term is the number of gradients acting on $\kappa$ or $n$ in it: $\nabla^2\kappa$ and $|\nabla\kappa|^2$ are both of second order. The task is to find $\gamma$ through second order, first in terms of $\kappa$ and then in terms of the density alone.

\section*{(a) From an operator to a momentum integral}

\textbf{Question.} Write $\gamma$ as an integral over plane waves in which the step function acts on the constant function $1$. What remains if all gradients of $\kappa$ are dropped?

\textbf{Solution.} Put $K=p^2-\kappa$. Then $\mu-H=-K/2$, and since a positive factor does not change a step function, $\theta(\mu-H)=\theta(-K)$. Insert the complete set of plane waves, $\langle\mathbf r|\mathbf q\rangle=e^{i\mathbf q\cdot\mathbf r}$ with measure $d^3q/(2\pi)^3$:
\begin{equation}
\gamma=2\int\!\frac{d^3q}{(2\pi)^3}\,\big[\theta(-K)e^{i\mathbf q\cdot\mathbf r}\big]e^{-i\mathbf q\cdot\mathbf r'} .
\end{equation}
Because $\mathbf p\,e^{i\mathbf q\cdot\mathbf r}f=e^{i\mathbf q\cdot\mathbf r}(\mathbf p+\mathbf q)f$, moving the plane wave to the left shifts $\mathbf p$ by $\mathbf q$:
\begin{equation}
\gamma=2\int\!\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot\mathbf s}\,\theta(-K_q)1,\qquad K_q=(\mathbf p+\mathbf q)^2-\kappa(\mathbf r).
\label{pw}
\end{equation}
If gradients are dropped, $\mathbf p$ acting on $1$ gives zero, and $\theta(-K_q)1=\theta(\kappa-q^2)$. This is a Fermi sphere of radius $k(\mathbf r)$ at each point. The corrections arise because $\mathbf p$ does not commute with $\kappa$.

\section*{(b) The exponential of $K_q$}

\textbf{Question.} Find $e^{-tK_q}1$ through second order.

\textbf{Solution.} The function $u=e^{-tK_q}1$ obeys $\partial_tu=-K_qu$ with $u=1$ at $t=0$. With $\mathbf p=-i\nabla$,
\begin{equation}
\partial_tu=(\kappa-q^2)u+2i\mathbf q\cdot\nabla u+\nabla^2u .
\end{equation}
Separate the gradient-free solution by $u=e^{t(\kappa-q^2)}w$. Each gradient of $u$ becomes $\nabla u=e^{t(\kappa-q^2)}(\nabla+t\nabla\kappa)w$, and the term $(\kappa-q^2)u$ cancels:
\begin{equation}
\partial_tw=2i\mathbf q\cdot(\nabla+t\nabla\kappa)w+(\nabla+t\nabla\kappa)^2w,\qquad w|_{t=0}=1 .
\end{equation}
Write $w=1+w_1+w_2+\dots$ by order. At first order,
\begin{equation}
\partial_tw_1=2it\,\mathbf q\cdot\nabla\kappa\quad\Rightarrow\quad w_1=it^2\,\mathbf q\cdot\nabla\kappa .
\end{equation}
At second order the first operator acts on $w_1$ and the squared one on $1$:
\begin{align}
\partial_tw_2&=2i\,\mathbf q\cdot\nabla w_1+2it(\mathbf q\cdot\nabla\kappa)w_1+t\nabla^2\kappa+t^2|\nabla\kappa|^2\nonumber\\
&=-2t^2(\mathbf q\cdot\nabla)^2\kappa-2t^3(\mathbf q\cdot\nabla\kappa)^2+t\nabla^2\kappa+t^2|\nabla\kappa|^2 .
\end{align}
Integration from $0$ to $t$ gives
\begin{equation}
w_2=-\tfrac23t^3(\mathbf q\cdot\nabla)^2\kappa-\tfrac12t^4(\mathbf q\cdot\nabla\kappa)^2+\tfrac12t^2\nabla^2\kappa+\tfrac13t^3|\nabla\kappa|^2 .
\end{equation}
The numerical check compares these terms with the closed-form kernel of a harmonic oscillator. When the gradients are halved the remaining error falls by a factor $7.97$, close to the $2^3$ of a third-order remainder.

\section*{(c) From the exponential to the step}

\textbf{Question.} Express $\gamma$ through derivatives of the gradient-free density matrix.

\textbf{Solution.} For $c>0$ the step function has the representation
\begin{equation}
\theta(-K)=\int_{c-i\infty}^{c+i\infty}\frac{dt}{2\pi i\,t}\,e^{-tK}.
\end{equation}
In the expansion of (b) every power of $t$ multiplies $e^{t(\kappa-q^2)}$, and $t^me^{t(\kappa-q^2)}=\partial_\kappa^m e^{t(\kappa-q^2)}$. Here $\partial_\kappa$ acts on the explicit variable $\kappa$, while $\nabla\kappa$ and $\nabla\nabla\kappa$ are held fixed. The $t$ integral therefore replaces $t^me^{t(\kappa-q^2)}$ by $\partial_\kappa^m\theta(\kappa-q^2)$. These are distributions in $q$, which have a meaning under the integral in (\ref{pw}). There, each factor $i\mathbf q$ can be written as $\nabla_s$ acting on $e^{i\mathbf q\cdot\mathbf s}$. With
\begin{equation}
G(\kappa,s)=2\int\!\frac{d^3q}{(2\pi)^3}\,\theta(\kappa-q^2)e^{i\mathbf q\cdot\mathbf s}
\end{equation}
and $-q_iq_j\to\partial_{s_i}\partial_{s_j}$, the result is
\begin{align}
\gamma=\Big[&1+(\nabla\kappa\cdot\nabla_s)\partial_\kappa^2+\tfrac23(\partial_i\partial_j\kappa)\partial_{s_i}\partial_{s_j}\partial_\kappa^3+\tfrac12(\nabla\kappa\cdot\nabla_s)^2\partial_\kappa^4\nonumber\\
&+\tfrac12\nabla^2\kappa\,\partial_\kappa^2+\tfrac13|\nabla\kappa|^2\partial_\kappa^3\Big]G ,
\label{opform}
\end{align}
with repeated indices summed. Transforming term by term gives a formal series. Any part of $\gamma$ that is not a power series in the gradients is lost; the shell oscillations of a confined system are of this kind. The lost part need not be smaller than the terms kept. In a three-dimensional harmonic oscillator of frequency $\omega$, with $\mu$ midway between two shells, the series misses the density at the centre by a fraction of about $3\omega/(4\mu)$. This is of first order: about $6\%$ at $\mu=12\omega$, where the second-order term is about $0.1\%$.

\section*{(d) The expansion in the local Fermi momentum}

\textbf{Question.} Evaluate (\ref{opform}) in closed form and interpret the terms that contain $\mathbf s\cdot\nabla$.

\textbf{Solution.} Let $z=ks$, $j_0=\sin z/z$ and $j_1=\sin z/z^2-\cos z/z$. The angular integral in $G$ gives
\begin{equation}
G=\frac1{\pi^2}\int_0^k\!dq\,q^2\,\frac{\sin qs}{qs}=\frac{B_1}{\pi^2},\qquad B_1=\frac{\sin z-z\cos z}{s^3}=k^3\frac{j_1(z)}z .
\end{equation}
Define further functions by $B_{l-1}=2\partial_\kappa B_l=k^{-1}\partial_kB_l$ at fixed $s$. Direct differentiation yields
\begin{equation}
B_0=\frac{\sin ks}{s}=kj_0,\qquad B_{-1}=\frac{\cos z}{k},\qquad B_{-2}=-\frac{\cos z+z\sin z}{k^3}.
\end{equation}
The $s$ derivatives move the index the other way. For $B_0$,
\begin{equation}
\frac1s\,\partial_sB_0=\frac{z\cos z-\sin z}{s^3}=-B_1 .
\end{equation}
Since $\partial_\kappa$ commutes with $s^{-1}\partial_s$, applying $2\partial_\kappa$ repeatedly gives $s^{-1}\partial_sB_l=-B_{l+1}$ for $l=-1,-2,-3$ as well. Hence
\begin{equation}
\nabla_sB_l=-\mathbf s\,B_{l+1},\qquad \partial_{s_i}\partial_{s_j}B_l=-\delta_{ij}B_{l+1}+s_is_jB_{l+2}.
\end{equation}
With $\partial_\kappa^2B_1=\frac14B_{-1}$, $\partial_\kappa^3B_1=\frac18B_{-2}$ and $\partial_\kappa^4B_1=\frac1{16}B_{-3}$, equation (\ref{opform}) becomes
\begin{align}
\pi^2\gamma={}&B_1-\tfrac14(\mathbf s\cdot\nabla\kappa)B_0+\tfrac1{12}\big[-\nabla^2\kappa\,B_{-1}+(\mathbf s\cdot\nabla)^2\kappa\,B_0\big]\nonumber\\
&+\tfrac1{32}\big[-|\nabla\kappa|^2B_{-2}+(\mathbf s\cdot\nabla\kappa)^2B_{-1}\big]+\tfrac18\nabla^2\kappa\,B_{-1}+\tfrac1{24}|\nabla\kappa|^2B_{-2}.
\end{align}
Here $(\mathbf s\cdot\nabla)^2$ differentiates $\kappa$ at fixed $\mathbf s$. Collecting with $\frac18-\frac1{12}=\frac1{24}$ and $\frac1{24}-\frac1{32}=\frac1{96}$,
\begin{align}
\pi^2\gamma={}&B_1-\tfrac14(\mathbf s\cdot\nabla\kappa)B_0+\tfrac1{12}(\mathbf s\cdot\nabla)^2\kappa\,B_0+\tfrac1{32}(\mathbf s\cdot\nabla\kappa)^2B_{-1}\nonumber\\
&+\tfrac1{24}\nabla^2\kappa\,B_{-1}+\tfrac1{96}|\nabla\kappa|^2B_{-2}.
\label{Bform}
\end{align}
Written out, this is the Kirzhnits expansion about the point $\mathbf r$:
\begin{align}
\gamma=\frac1{\pi^2}\Big\{&\frac{k^3j_1}{z}-\frac{kj_0}{4}\,\mathbf s\cdot\nabla k^2+\frac{kj_0}{12}(\mathbf s\cdot\nabla)^2k^2+\frac{\cos z}{32k}(\mathbf s\cdot\nabla k^2)^2\nonumber\\
&+\frac{\cos z}{24k}\nabla^2k^2-\frac{\cos z+z\sin z}{96k^3}|\nabla k^2|^2\Big\}.
\label{kform}
\end{align}

The terms with $\mathbf s\cdot\nabla$ have a simple origin. The average of $\kappa$ over the straight segment from $\mathbf r$ to $\mathbf r'$ is
\begin{equation}
\bar\kappa=\int_0^1\!d\lambda\,\kappa(\mathbf r-\lambda\mathbf s)=\kappa-\tfrac12\mathbf s\cdot\nabla\kappa+\tfrac16(\mathbf s\cdot\nabla)^2\kappa+\dots
\end{equation}
Expanding $B_1(\bar\kappa)$ with $\partial_\kappa B_1=\frac12B_0$ and $\frac12\partial_\kappa^2B_1=\frac18B_{-1}$ reproduces the first line of (\ref{Bform}). That line is the uniform-gas result with the squared momentum $\kappa=k^2$ averaged along the path; the second line holds the remaining corrections.

This also limits how far apart the two points may be. A change $\delta\bar\kappa$ changes the phase $z$ by $s\,\delta\bar\kappa/(2k)$. The first-order part of $\bar\kappa$ gives $s^2|\nabla\kappa|/(4k)$ for $\mathbf s$ along the gradient, and the second-order part gives $s|(\mathbf s\cdot\nabla)^2\kappa|/(12k)$; the expansion needs both to be small. It also needs $|\nabla\kappa|\ll k^3$ and $|\nabla^2\kappa|\ll k^4$, which fail near a classical turning surface, where $k\to0$. These conditions are necessary and not sufficient. A turning surface also sends an oscillation into the interior that the series does not contain. In a linear potential the exact density oscillates about the second-order result of part (e) with an amplitude about six times the second-order term, also deep inside where $|\nabla\kappa|\ll k^3$. The potential must further vary slowly on the scale $1/k$, however weak it is. For a weak modulation of wave number $q$ the second order multiplies the density response by $1-q^2/(12k^2)$, which has the wrong sign at $q=4k$. The second line of (\ref{Bform}) sets a further limit, which holds in every direction, also for $\mathbf s$ perpendicular to the gradient, where the path estimates can vanish. At large $z$ the leading term has amplitude $k/s^2$, and relative to it the two terms of that line are of size $s^2|\nabla^2\kappa|/(24k^2)$ and $s^3|\nabla\kappa|^2/(96k^3)$. These must be small as well.

\section*{(e) The density and its inversion}

\textbf{Question.} Find $n$ in terms of $\kappa$, and then $\kappa$ in terms of $n$, both through second order.

\textbf{Solution.} At $s=0$ the functions are $B_1=k^3/3$, $B_{-1}=1/k$ and $B_{-2}=-1/k^3$, and terms with explicit $\mathbf s$ vanish. From (\ref{Bform}),
\begin{equation}
n=\frac{k^3}{3\pi^2}+\frac1{24\pi^2}\left[\frac{\nabla^2\kappa}{k}-\frac{|\nabla\kappa|^2}{4k^3}\right].
\label{nk}
\end{equation}
Define the momentum belonging to the actual density by $k_F=(3\pi^2n)^{1/3}$, and let $Q=k_F^2$. It differs from $k$ by a second-order amount, so set $\kappa=Q+\delta$. Multiply (\ref{nk}) by $3\pi^2$ and use $\kappa^{3/2}=k_F^3+\frac32k_F\delta$. In the gradient terms $\kappa$ may be replaced by $Q$, since the difference is of fourth order:
\begin{equation}
0=\tfrac32k_F\delta+\frac18\left[\frac{\nabla^2Q}{k_F}-\frac{|\nabla Q|^2}{4k_F^3}\right]
\;\Rightarrow\;
\delta=-\frac{\nabla^2Q}{12Q}+\frac{|\nabla Q|^2}{48Q^2}.
\label{delta}
\end{equation}
Because $Q\propto n^{2/3}$,
\begin{equation}
\nabla Q=\frac{2Q}{3n}\nabla n,\qquad
\partial_i\partial_jQ=\frac{2Q}3\left[\frac{\partial_i\partial_jn}{n}-\frac{\partial_in\,\partial_jn}{3n^2}\right].
\label{dQ}
\end{equation}
The coefficient of $|\nabla n|^2/n^2$ in $\delta$ is $\frac1{54}+\frac1{108}=\frac1{36}$, and therefore
\begin{equation}
2[\mu-v]=\kappa=k_F^2-\frac{\nabla^2n}{18\,n}+\frac{|\nabla n|^2}{36\,n^2}.
\label{kn}
\end{equation}
The potential has become a local function of the density and its first two derivatives. This holds at second order for the smooth part of the density in slowly varying systems. Where a turning surface makes the density oscillate, the oscillation enters at the same order, and at first order at a focal point such as the centre of the oscillator in part (c); there (\ref{kn}) misses $\kappa$ by about $5\%$ at $\mu=12\omega$. With the exact density of a linear potential, (\ref{kn}) recovers $\kappa$ no better than $k_F^2$ alone, and the kinetic energy density of part (g) keeps an oscillating error whose amplitude is about two fifths of the smooth part of its gradient terms; these terms oscillate as well, and where they are smallest the error is twice their size. It is not a general formula for the potential that belongs to a density.

The density matrix is now known through second order in the gradients of $\kappa$, equation (\ref{Bform}), and (\ref{kn}) gives $\kappa$ in terms of the density for the smooth part of the density in slowly varying systems. It remains to write $\gamma$ itself in density gradients, to draw the consequences for the kinetic energy density and exchange, and to test the expansion on a modulated electron gas.
